Propagation time, damping window and Padé extrapolation in real-time spectra

**The form fixed by dimensions**

A real-time calculation of an absorption spectrum kicks the electrons, records the dipole moment for a time T, multiplies the record by a damping window and Fourier transforms it. Suppose the window has a fixed shape, W = w(t/T) with w(0) = 1. A line at detuning Δ from the frequency of observation then enters through

K(Δ) = ∫₀ᵀ w(t/T) cos(Δt) dt.

K has the dimension of time, and T and 1/Δ are the available times. With t = Ts and x = ΔT,

K(Δ) = T g(x), g(x) = ∫₀¹ w(s) cos(xs) ds.

Two consequences follow before any integral is done. The line width is a pure number divided by T. The depth of a side lobe relative to the peak does not depend on T: a longer run moves the lobes closer to the line but does not make them shallower. Depth is set by the window's shape, width by shape and time together.

Atomic units are used in the algebra. Numbers are in eV, fs and Å, with ħ = 0.658 eV fs.

**Why the record is a sum of sines**

Take a closed-shell molecule in time-dependent Hartree–Fock theory, with real orbitals and fixed nuclei. The density matrix per spin obeys i dP/dt = [F(P), P], where

F_pq = h_pq + Σ_rs [2(pq|rs) − (ps|rq)] P_sr.

Let i, j be occupied and a, b empty orbitals with energies ε, and let c_ai be the small element P_ai. To first order the commutator gives

i dc_ai/dt = (ε_a − ε_i) c_ai + δF_ai.

The change δF contains P_bj = c_bj and P_jb = c_bj*. Collecting their coefficients,

i dc/dt = A c + B c*,
A = (ε_a − ε_i) δ_ij δ_ab + 2(ia|jb) − (ij|ab),
B = 2(ia|jb) − (ib|ja).

Write c = X + iY with X and Y real. The imaginary and real parts are

dX/dt = (A − B) Y, dY/dt = −(A + B) X.

The field E(t) = κδ(t) couples as −E·d, so it multiplies each orbital by exp(iκd), where d is the dipole operator along the field. To first order c(0) = iκp, with p_ai = ⟨a|d|i⟩. Hence X(0) = 0 and Y(0) = κp.

Assume a stable ground state, so that A − B and A + B are positive. Put M = (A − B)^½ and X = Mξ. Differentiating dX/dt once more gives

d²ξ/dt² = −M(A + B)M ξ.

The matrix on the right is symmetric, with eigenvalues ω_n² and normalized eigenvectors e_n. Initially ξ = 0 and dξ/dt = κMp. The dipole change is 4p·X: one factor 2 comes from the two conjugate density elements, the other from spin. Therefore

δd(t)/κ = Σ_n (f_n/ω_n) sin(ω_n t), f_n = 4(e_n·Mp)².

The f_n are oscillator strengths for this direction. The derivation needs a weak kick. Subtracting the dipoles after kicks +κ and −κ removes the even orders and leaves a relative error of order κ².

**From time to line shape**

The absorptive part of the polarizability from a finite run is

Im α_T(ω) = ∫₀ᵀ W(t) sin(ωt) δd(t)/κ dt.

Using sin u sin v = ½[cos(u − v) − cos(u + v)] in each term,

Im α_T(ω) = Σ_n (f_n/2ω_n) [K(ω − ω_n) − K(ω + ω_n)].

The first term is the line; the second is its image at negative frequency, weak when ω_n T is large. Each line carries the same profile K, so a negative value next to a strong line is a property of the window. It is not emission.

The area of the profile is fixed. Extend W evenly to negative times. Then K(Δ) = ½∫W(|t|) exp(iΔt) dt, and Fourier inversion at t = 0 gives

∫ K(Δ) dΔ = π W(0) = π.

Damping that starts from W(0) = 1 thus lowers and broadens a line while keeping its integrated strength. If there are negative lobes, the positive parts hold more than π.

**Four windows**

Rectangle, w = 1. Direct integration gives

g = sin x / x.

Triangle, w = 1 − s. One integration by parts has no boundary term, because w(1) = 0 and sin 0 = 0:

g = (1/x) ∫₀¹ sin(xs) ds = (1 − cos x)/x².

Cubic, w = 1 − 3s² + 2s³. Here w′ = −6s(1 − s), and two integrations by parts give

g = (6/x) ∫₀¹ s(1 − s) sin(xs) ds
= (6/x²) ∫₀¹ (1 − 2s) cos(xs) ds
= (6/x²) [−sin x/x + 2(1 − cos x)/x²]
= 6[2(1 − cos x) − x sin x]/x⁴.

Exponential, w = exp(−as), cut off at s = 1. The integral is the real part of [1 − exp(−a + ix)]/(a − ix). Multiplying numerator and denominator by a + ix,

g = [a + e⁻ᵃ(x sin x − a cos x)]/(a² + x²).

Solving g = g(0)/2 numerically and scanning g up to x = 400 for its lowest value gives the following, with the full width at half maximum (FWHM) for T = 12 fs:

Rectangle: FWHM × T = 3.79; 0.208 eV; deepest lobe −21.7 % of the peak.
Triangle: 5.57; 0.305 eV; no negative lobe.
Cubic: 6.22; 0.341 eV; −2.2 %.
Exponential, a = 3: 6.55; 0.359 eV; −0.065 %.

The rectangle gives the narrowest line of the four and the deepest lobes. Its first lobe lies at x = 4.49, which for 12 fs is 4.49 × 0.658/12 = 0.25 eV from the line. A weak neighbour there can be cancelled or displaced.

The triangle's g cannot be negative, since 1 − cos x ≥ 0. More generally, let the even extension of W be an autocorrelation, W(|t|) = ∫h(s)h(s + t) ds with real h. Then K is half the squared modulus of the Fourier transform of h, hence nonnegative. The triangle is the autocorrelation of a box. The complete spectrum can still dip slightly below zero, because the image term is subtracted where the resonant term vanishes.

The cubic window ends smoothly, but smoothness alone does not ensure positivity. At x = 5π/2 its bracket is 2 − 5π/2, which is negative. In return its lobes fall off as 1/x³, against 1/x for the rectangle.

The exponential needs care, because the cut leaves a jump e⁻ᵃ. The oscillating part of the numerator has amplitude e⁻ᵃ√(x² + a²), so g cannot be negative while

|x| ≤ a√(e²ᵃ − 1).

For a = 3 this is 60.2. Farther out the jump, falling as 1/x, overtakes the Lorentzian tail, falling as 1/x². Where sin x = −1 and x is much larger than a, g ≈ a/x² − e⁻ᵃ/x. Setting the derivative of this envelope to zero gives x = 2a eᵃ and

g_min ≈ −e⁻²ᵃ/(4a).

For a = 3 this is −0.00021, or −0.065 % of the peak height 0.317. If a program asks for a damping rate γ, then a = γT. Lengthening the run at fixed γ changes the shape: the width tends to 2γ and the jump dies away. Beyond a few decay times, a longer run no longer sharpens the line.

**What Padé extrapolation assumes**

A window treats the signal after T as zero. A Padé approximant continues it as a sum of exponentials. Let τ be the sampling interval, c_j = δd(jτ)/κ and z = exp(iωτ). The transform becomes τC(z), with C(z) = Σ_j c_j zʲ. Each sine is a pair of exponentials, so for N lines there are 2N terms:

c_j = Σ_k A_k u_kʲ, u = exp(∓iω_nτ), A = ±i f_n/(2ω_n).

For |z| < 1 the geometric series gives

C(z) = Σ_k A_k/(1 − u_k z).

This is a ratio of polynomials, with denominator degree 2N and numerator degree at most 2N − 1. Seek it as a(z)/b(z), where b has degree L, b₀ = 1, and a has degree at most L − 1. Requiring b(z)C(z) − a(z) to start at order z²ᴸ gives

Σ_{k=0}^{L} b_k c_{m−k} = 0, m = L, …, 2L − 1,
a_m = Σ_{k=0}^{m} b_k c_{m−k}, m = 0, …, L − 1.

These conditions use the 2L samples c₀ to c_{2L−1}.

Suppose L ≥ 2N and write the true ratio as C = P/Q. Multiplying bC − a by Q gives bP − aQ. This polynomial has degree at most L + 2N − 1 ≤ 2L − 1, yet it starts at order z²ᴸ or later. It must vanish, so a/b = P/Q. In exact arithmetic, 4N noise-free samples therefore suffice if all u_k differ. For L > 2N the equations for b are singular, but each solution gives the same ratio. In practice they are solved by least squares, discarding singular values below a chosen fraction of the largest.

The spectrum is evaluated at ω + iη. Near a line, 1 − exp[i(ω − ω_n + iη)τ] ≈ −i(ω − ω_n + iη)τ, so

Im τC ≈ (f_n/2ω_n) η/[(ω − ω_n)² + η²].

Here η is a display width, chosen after the run; the data need no damping. Energies can also be read from the poles z_n = exp(iω_nτ). If R is the residue of a/b there, then R = −A z_n, because 1 − uz = −u(z − z_n) and 1/u = z_n. With A = i f_n/(2ω_n) this gives

f_n = 2iω_n R/z_n.

A model shows the count. Three lines of unit strength at 6.0, 6.2 and 9.0 eV are sampled every 0.20 fs. Twelve samples span 11 × 0.20 = 2.2 fs and return the energies to about 10⁻¹¹ eV. With ten samples the denominator has degree five, too low for three conjugate pairs of poles, and the largest energy error is 0.11 eV.

For the cubic window, call the close pair resolved when the spectrum has a maximum within a tenth of the separation of each line, at that T and at every longer T on a grid of 0.1 fs up to 300 fs. This takes 21.3 fs, nearly ten times the Padé record.

**What limits the shortening**

Two equal lines at ω₀ ± δ/2 give

sin[(ω₀ + δ/2)t] + sin[(ω₀ − δ/2)t] = 2 sin(ω₀t) cos(δt/2).

One merged line of the same total amplitude gives 2 sin(ω₀t). Relative to the combined amplitude 2, the two signals differ by at most 1 − cos(δT/2) as long as δT ≤ 2π. Since 1 − cos y ≤ y²/2, the difference is at most

δ²T²/8.

The evidence for a splitting thus disappears quadratically as the run is shortened. Errors of this size can hide it from any method of analysis. Padé exploits the assumption of discrete lines; it does not supply missing information.

The assumption itself can fail. A true ionization continuum is not a finite sum of exponentials, and a Padé approximant represents it by poles that need not be states. In a finite basis the continuum is already replaced by discrete levels. Padé then resolves those levels sharply, which does not make them physical.

Sampling matters too. Frequencies above π/τ fold to lower ones, since u depends on ωτ modulo 2π. Folding is harmless if the folded lines stay outside the range of interest and do not coincide with other lines.

**Ammonia as an example**

NH₃ is treated by time-dependent Hartree–Fock in the 6-31G basis, with bond length 1.01 Å and HNH angle 107°. Correlation beyond this mean field, diffuse functions, ionization continua and nuclear motion are left out. The kick, κ = 10⁻⁷ Å⁻¹, points along the threefold axis and excites lines of one symmetry, 15 in this basis. The density matrix is propagated for 12 fs by the fourth-order Runge–Kutta method with a step of 0.0015 fs. Diagonalizing M(A + B)M gives reference lines. Those below 45 eV with f > 0.01 are:

8.72 eV, f = 0.108
18.38 eV, f = 0.838
29.42 eV, f = 0.087
33.52 eV, f = 0.322
34.01 eV, f = 0.357
41.40 eV, f = 2.102

All but the first lie well above the ionization energy, roughly 10 eV in experiment and 11.3 eV from the highest orbital energy in this basis, and are levels of the finite basis. The first line is not converged either: in aug-cc-pVDZ it moves to 7.40 eV with f = 0.256, and 21 lines instead of 6 have f > 0.01 below 45 eV. All six serve here as a known discrete spectrum, not as predictions for the molecule.

Between 5 and 45 eV, the lowest value of the transformed 12 fs record, relative to the highest, is −21.9 % for the rectangle, −2.2 % for the cubic and −0.04 % for the exponential with a = 3. For the triangle it is −0.002 % on a frequency grid of 0.05 eV and −0.003 % on one of 0.02 eV. The line-sum formula gives the same value, and because the triangle's K is nonnegative, this dip comes from the image term. Over the whole range and all four windows, the transformed records and the formula differ by at most 0.02 % of the maximum.

The closest pair is separated by δ = 0.491 eV. By the criterion used for the model, the cubic window needs 8.8 fs. Its width is then

6.22 × 0.658/8.8 = 0.47 eV,

slightly less than the separation. In the model the corresponding width is 6.22 × 0.658/21.3 = 0.19 eV for a separation of 0.20 eV. For these two pairs of equal or nearly equal lines, resolution begins when the FWHM is about 95 % of the separation.

For Padé, samples are taken every 0.006 fs. Core excitations then fold to 240 eV and above, away from the spectrum. The pair counts as resolved when two distinct poles lie within δ/10 of the reference energies and both strengths are within 20 %. Shortening the record from 4.5 fs in steps of 25 samples, the shortest record before the first failure has 175 samples, of which the approximant uses 2L = 174, and spans 174 × 0.006 = 1.04 fs. The ratio of run lengths is 8.8/1.04 ≈ 8.4. This gain belongs to the axial kick and these settings, including the coarse step of 25 samples; in steps of 2 samples the criterion holds down to 154 samples, or 0.92 fs. With a kick along the space diagonal, which excites lines of both symmetries, sampling every 0.003 fs and a cutoff of 10⁻¹², the Padé curve from a noise-free 3 fs record of the linearized equations missed the reference by about 16 % of its maximum. The miss stays between 16 and 21 % for sampling every 0.003 or 0.006 fs and cutoffs from 10⁻¹³ to 10⁻¹⁰, while the axial kick gives 0.037 % under all of these settings. Neither symmetry is difficult alone: a kick perpendicular to the axis, which excites only the second set of lines, also gives an error below 0.04 % from 3 fs. The combined, more crowded spectrum is what fails, and it does so in ordinary double precision. There a 4.5 fs record brings the miss down to 0.012 %, the time-step error for this kick, whereas with 200-digit arithmetic and exact sines the 4N = 124 samples for its 31 distinct lines, spanning 0.74 fs, are enough.

At 1.04 fs the bound on the evidence is

(0.491 × 1.044/0.658)²/8 = 0.076.

The splitting therefore changes the signal of an equal pair by at most about 8 % of its amplitude. Evaluated directly over the record, the difference reaches 0.070 of the amplitude, far above the time-step error estimated below. A cubic window cannot use it: at 1.04 fs its width is 6.22 × 0.658/1.04 ≈ 3.9 eV, eight times the separation.

With η = 0.05 eV, the largest error of the Padé spectrum is 0.037 % of its maximum. It is the same for records of 1.2, 1.8, 3.0 and 4.5 fs, and for singular-value cutoffs of 10⁻¹³ and 10⁻¹⁰. Record length is no longer the limit here; the time step is. One Runge–Kutta step multiplies a mode by the Taylor series of exp(−iθ) through θ⁴, with θ = ωΔt. The first missing term is −iθ⁵/120, so the numerical phase per step is θ − θ⁵/120 and the frequency is too low by

δω ≈ ω θ⁴/120.

For the strongest line, θ = 41.4 × 0.0015/0.658 = 0.094, which gives δω ≈ 2.7 × 10⁻⁵ eV. This is also the largest energy error among the six Padé lines. The steepest slope of the Lorentzian 1/(1 + y²) is 0.65, at y = 1/√3, so this shift changes the curve by 0.65 × 2.7 × 10⁻⁵/0.05 ≈ 0.035 % of the peak. That accounts for nearly all of the observed error.

Noise changes the balance. One set of Gaussian random numbers, scaled relative to the largest dipole value, was added to the 4.5 fs record, with the cutoff raised to the noise level. At relative noise 10⁻⁶ the largest energy error stays at the time-step value. At 10⁻⁴ it is 0.0005 eV and at 10⁻² it is 0.05 eV. The same 10⁻² noise changes the cubic-window spectrum of the full 12 fs by 0.2 % of its maximum. These two figures concern different quantities and different records, so they do not rank the methods. They show that the Padé energies degrade as noise grows, while the windowed spectrum, being linear in the data, changes in proportion to the noise and keeps its fixed width.

**Choosing the settings**

First decide which separation δ matters. For a cubic window and two lines of nearly equal strength, start from

T ≈ 6.5 ħ/δ ≈ 4.3 eV fs/δ.

This includes the 5 % margin found above. Allow more time when a weak line stands beside a strong one, because the strong line's tail and lobes displace the weak maximum.

Choose the window by the error that matters. The triangle excludes negative resonant lobes. The cubic accepts lobes of about 2 % in exchange for tails that fall faster. For an exponential of final width Γ = 2γ, a run of T = 2a/Γ leaves a jump e⁻ᵃ; a = 3 leaves 5 % of the initial amplitude. The rectangle suits a search for the narrowest peak, provided its lobes are recognized.

Padé needs discrete lines and a clean record, but these conditions do not guarantee success, as the diagonal kick above shows. Set the sampling interval so that no high line folds into the spectrum, keep the kick weak, and subtract opposite kicks. The noise tests above set the cutoff equal to the relative noise; other choices were not compared, so vary it. Then compare spectra from two record lengths: peaks that move or vanish are not established. Agreement is necessary but not sufficient. For the diagonal kick, sampled every 0.006 fs with a cutoff of 10⁻¹², the curves from 2.7 and 3.0 fs differ by only 1.4 % of the maximum, yet both miss the reference by 16 to 17 %; going on to 4.5 fs exposes the error. Compare clearly different lengths, therefore, and more than two if possible. Agreement also does not reveal a frequency error from the time step, which all the records share. That error is estimated from ωθ⁴/120 for this integrator, or by repeating the run with a smaller step.
